Compensation charges and the exact splitting of the PAW Hartree energy

**What fails without compensation**

In the projector augmented-wave (PAW) method the electron density is a smooth function ñ, known everywhere, plus corrections inside atomic spheres that replace the smooth density there by the sharply varying one. It is tempting to treat the Hartree energy in the same way: take the energy of ñ, then correct it sphere by sphere. But the Hartree energy is quadratic in the density and its kernel has long range. The correction in one sphere interacts with the correction in every other sphere, and with the smooth density outside its own sphere. The tempting formula loses these terms. In the two-centre model computed below it misses 5.77 hartree out of 24.17.

The cure is to add to ñ, inside each sphere, a smooth charge with the same multipole moments as the correction. What remains of the correction then has no electric potential outside its sphere, so it does not interact with anything there. The long-range interactions are carried by the compensated smooth density.

**Setting and conventions**

Gaussian units are used, and the system is finite. Densities count electrons per volume. For two densities define

(f|g) = ∬ f(r) g(r′)/|r−r′| d³r d³r′.

This form is symmetric and linear in each argument. The Hartree energy is

E_H[n] = (e²/2)(n|n).

Atom a has its nucleus at X_a and a sphere of radius R_a. Inside a formula for one atom, r is measured from X_a. The Y_L, L = (l,m), are real orthonormal spherical harmonics. The density has the form

n = ñ + Σ_a d^a,  d^a = n^a − ñ^a,

where n^a and ñ^a are one-centre densities, set to zero outside sphere a. The theorem takes this n as given.

In PAW the one-centre densities are built from partial waves φ_i, their smooth partners φ̃_i, and occupation coefficients D_ij. With real waves,

d^a = Σ_ij D_ij (φ_i φ_j − φ̃_i φ̃_j).

Each pair φ_i, φ̃_i agrees outside the sphere, so the difference vanishes there. If the waves have angular momenta up to l_max, a product of two harmonics is, on the unit sphere, a polynomial of degree at most 2l_max. Such a polynomial contains harmonics with l ≤ 2l_max and no others. Hence d^a has finitely many channels; call their set C_a. This is the valence part. A frozen core adds to d^a the spherical difference between the true and the smoothed core density, which lies in the l = 0 channel and changes only the monopole; it is not written out below.

The moments of d^a are

Q_L^a = ∫ d^a(r) r^l Y_L d³r.

Since Y_00 = 1/√(4π), a difference holding N electrons has Q_00 = N/√(4π).

**Lemma 1 (outside potential).** Let f vanish for r > R. Its potential v(r) = ∫ f(r′)/|r−r′| d³r′ is zero everywhere outside the sphere if and only if all moments of f vanish.

Proof. The Laplace expansion of the kernel is

1/|r−r′| = Σ_L [4π/(2l+1)] (r_<^l / r_>^{l+1}) Y_L(r) Y_L(r′),

where r_< and r_> are the smaller and larger of the two radii. For r > R every source point has r′ < r, so

v(r) = Σ_L [4π/(2l+1)] Q_L Y_L(r)/r^{l+1}.

If all Q_L vanish, so does v. Conversely, if v = 0 on a sphere of radius r > R, multiplying by Y_L and integrating over angles gives 4πQ_L/[(2l+1)r^{l+1}] = 0, hence Q_L = 0. ∎

The same expansion shows that inside the sphere, too, the channel L of v comes from the channel L of f alone. This is used below.

**Lemma 2 (compensation charge).** For an integer p ≥ 1 define, for r < R_a,

g_l(r) = C_l r^l (1 − r²/R_a²)^p,
C_l = 2/[R_a^{2l+3} B(l+3/2, p+1)],

and g_l = 0 for r ≥ R_a, where B is the beta function. Then

n̂^a = Σ_{L in C_a} Q_L^a g_l(r) Y_L

has the same moments as d^a.

Proof. By orthonormality of the harmonics,

∫ n̂^a r^l Y_L d³r = Q_L^a ∫₀^{R_a} r^{l+2} g_l dr.

The radial integral must equal one. Put t = r²/R_a², so r = R_a t^{1/2} and dr = (R_a/2) t^{−1/2} dt. Then

∫₀^{R_a} r^{2l+2}(1−r²/R_a²)^p dr
= (R_a^{2l+3}/2) ∫₀¹ t^{l+1/2}(1−t)^p dt
= (R_a^{2l+3}/2) B(l+3/2, p+1) = 1/C_l.

So the radial integral is one. For L outside C_a both densities have zero moment, again by orthogonality. ∎

The product r^l Y_L is a polynomial in x, y, z, so n̂^a is smooth at the nucleus. At the surface it goes to zero as (R_a − r)^p, so there its derivatives are continuous only up to order p − 1. A larger p gives a smoother joint; p = 1 leaves a kink. For l = 0 and p = 3 the integral is R_a³(1/3 − 3/5 + 3/7 − 1/9) = 16R_a³/315, which gives C_0 = 315/(16R_a³).

Now define the remainder and the compensated densities:

Δ^a = d^a − n̂^a,
ρ̃ = ñ + Σ_a n̂^a,
ρ̃^a = ñ^a + n̂^a.

By Lemmas 1 and 2 the potential v_a of Δ^a is zero outside sphere a.

**Theorem.** Assume that

(i) the spheres do not overlap (they may touch);
(ii) every channel of d^a is compensated as in Lemma 2;
(iii) inside sphere a, ñ^a equals ñ in every channel belonging to C_a.

Then

E_H[n] = (e²/2)(ρ̃|ρ̃) + Σ_a (e²/2)[(n^a|n^a) − (ρ̃^a|ρ̃^a)].

The first term contains a smooth density in all space. Each bracket contains densities of a single sphere and can be computed on a radial grid. Different spheres interact only through the first term, where their compensation charges are part of ρ̃.

The proof goes through an identity that needs none of the three assumptions and so also gives the error when they fail.

**Lemma 3 (defect identity).** Let S be the right-hand side of the theorem. For any n̂^a confined to the spheres,

(E_H[n] − S)/e² = Σ_a (ρ̃ − ρ̃^a|Δ^a) + Σ_{a<b} (Δ^a|Δ^b).

Proof. Adding and subtracting the compensation charges gives

n = ñ + Σ_a n̂^a + Σ_a (d^a − n̂^a) = ρ̃ + Σ_a Δ^a.

Insert this into the quadratic form:

½(n|n) = ½(ρ̃|ρ̃) + Σ_a (ρ̃|Δ^a) + ½Σ_a (Δ^a|Δ^a) + Σ_{a<b} (Δ^a|Δ^b).

The factor ½ has disappeared from the second and last terms because each product occurs twice. On one site,

n^a = ñ^a + d^a = ρ̃^a + Δ^a,

and therefore

½(n^a|n^a) − ½(ρ̃^a|ρ̃^a) = (ρ̃^a|Δ^a) + ½(Δ^a|Δ^a).

Adding ½(ρ̃|ρ̃) and summing over atoms gives S/e². In the difference the terms ½(ρ̃|ρ̃) and ½(Δ^a|Δ^a) cancel, which leaves the stated result. ∎

**Proof of the theorem.** Both defect terms must vanish.

For a ≠ b, (Δ^a|Δ^b) = ∫ v_a Δ^b d³r. The density Δ^b lies in sphere b, which by (i) is outside sphere a, where v_a = 0 by (ii). The integral is zero.

For the other term,

(ρ̃ − ρ̃^a|Δ^a) = ∫_{sphere a} (ρ̃ − ρ̃^a) v_a d³r,

because v_a is zero elsewhere. Inside sphere a the other compensation charges are absent by (i), so ρ̃ = ñ + n̂^a there, and

ρ̃ − ρ̃^a = ñ − ñ^a.

By (iii) this has no component in the channels C_a. But v_a has components in no other channels. The angular integral is zero. ∎

**Remark 1: what must be complete.** Seen from a nucleus, the smooth density of a molecule has components of every l, because its neighbours are not spherical about that nucleus. They need not all be kept in ñ^a. A channel absent from Δ^a adds equally to (n^a|n^a) and (ρ̃^a|ρ̃^a). With finitely many partial waves, however, ñ^a may differ from ñ even in the channels C_a, and then the first defect term is the error of the split.

**Remark 2: freedom of shape.** The left side of the theorem does not contain g_l. As long as g_l stays inside the sphere and keeps its unit moment, changing it therefore moves energy between the smooth and on-site parts without changing their sum. If instead n̂^a is set equal to d^a itself, then Δ^a = 0 and ρ̃ = n: the on-site terms vanish and the smooth part has become the full, sharp problem. At the other end, if d^a has no moments at all, n̂^a = 0 and ñ needs no compensation. The monopole is sure to vanish if φ_iφ_j and φ̃_iφ̃_j hold the same charge in the sphere for every pair i, j. Equal norms of each wave and its partner give this for i = j, but not for two different waves with the same l and m. Neither condition by itself removes the higher moments.

**Remark 3: the ultrasoft connection.** Let q_ij^L be the moment of φ_iφ_j − φ̃_iφ̃_j, and let h_ij = Σ_L q_ij^L g_l Y_L. Then n̂^a = Σ_ij D_ij h_ij. Inside the sphere n^a = Σ_ij D_ij φ_iφ_j and ñ^a = Σ_ij D_ij φ̃_iφ̃_j; in what follows these products are set to zero outside it. Treating the D_ij as independent and holding ñ fixed, differentiation of S gives

∂S/∂D_ij = e²[(ρ̃|h_ij) + (n^a|φ_iφ_j) − (ρ̃^a|φ̃_iφ̃_j + h_ij)].

The first term is the smooth Hartree potential integrated over a smoothed augmentation charge, the form in which augmentation enters an ultrasoft pseudopotential. The other two are on-site terms that follow the current D_ij.

**Corollary (nuclei).** Let the nuclei have charge numbers Z_a. The same split gives the whole electrostatic energy, without nuclear self-energies, after two changes:

Q_00^a → Q_00^a − Z_a/√(4π),
(e²/2)(n^a|n^a) → (e²/2)(n^a|n^a) − e²Z_a ∫ n^a/r d³r.

Here the l = 0 channel must belong to C_a.

Proof. In electron-number units a nucleus is a density −Z_a δ(r−X_a). Replace the point by a small uniform ball and include it in d^a. It is spherical, so its sole moment is the monopole −Z_a Y_00 = −Z_a/√(4π). The theorem applies for every small ball radius. The ball's self-energy stands once on the left and once in the on-site term for the sharp density; subtract it from both sides. What remains is finite as the ball shrinks, and the cross term between ball and n^a tends to −e²Z_a∫n^a/r d³r. ∎

**A two-centre model**

The model has round parameters and represents no particular molecule. Lengths are in bohr, energies in hartree, and e² = 1. The nuclei lie on the z axis at z = 0 and z = 2.5, with R_1 = 1.2 and R_2 = 1.0. Since 1.2 + 1.0 < 2.5, the spheres are separate.

The smooth density is a sum of Gaussians N(α/π)^{3/2} exp(−α|r−c|²):

N = 2.0, α = 1.0, at the first nucleus;
N = 1.5, α = 1.2, at the second nucleus;
N = 0.5, α = 0.8, at x = 0.4, z = 1.25.

The differences are

d^a = Σ_L A_L r^l Y_L e^{−γr²}(1 − r²/R_a²)⁴,

with γ = 6 for atom 1 and γ = 8 for atom 2. Six harmonics occur: the constant, those proportional to z and x, and those proportional to 3z²−r², xz and x²−y². In this order

A = 40, 8, 4, 4, 2, −1.5 for atom 1;
A = 30, −6, 2, 3, 1, 1 for atom 2.

Radial quadrature gives Q_00 = 0.646611 for atom 1, hence √(4π) × 0.646611 = 2.2922 electrons. Atom 2 has 1.0693. With the 4 electrons of ñ the total is 7.3615.

The outside potential of d^1 shows what must be cancelled. Take the point at distance 1.8 in the direction (0.48, 0.60, 0.64). The monopole gives 2.2922/1.8 = 1.2734. The dipole moments are 0.020533 along z and 0.010267 along x, and they give

√(4π/3) × (0.64×0.020533 + 0.48×0.010267)/1.8² = 0.0114.

The quadrupole adds 0.0003. The sum is 1.2851 per bohr, which is also the result of direct three-dimensional quadrature. After compensation the same quadrature gives 8×10⁻¹⁵, which is rounding error.

For the direct energy, the Fourier transform of 1/r is 4π/k², so

½(n|n) = ½ ∫ [d³k/(2π)³] (4π/k²)|n(k)|² = (1/4π²) ∫ dk dΩ |n(k)|².

This was integrated numerically up to k = 80 per bohr for the full density, and likewise for ρ̃. The on-site energies were computed separately by radial integration in real space, with ñ^a projected onto the six harmonics. For p = 3,

smooth part 20.672538
on-site, atom 1: 2.783773
on-site, atom 2: 0.709210
sum 24.165521

The direct energy is 24.165521 hartree, or 657.577 eV; the two results differ by 3×10⁻¹³ hartree. Keeping six harmonics of ñ^a was enough, although ñ has infinitely many about each nucleus, as Remark 1 says.

For p = 5 the smooth part rises by 1.083223 to 21.755762. The on-site parts fall by 0.850596 and 0.232627, together 1.083223. The separate parts therefore have no meaning independent of the chosen shape.

The practical gain is visible in the Fourier integral, whose integrand is nowhere negative. Wave numbers above 10 per bohr carry 1.3×10⁻² hartree of the full energy, but 3.8×10⁻⁵ hartree of the smooth part with p = 3, about 340 times less. With this shape, stopping the integral for ρ̃ at 10 per bohr thus costs less than 10⁻⁴ hartree, while the sharp structure is left to radial grids. The cost depends on p, and a larger p is not always better: it smooths the joint at the surface but also concentrates the charge near the nucleus. The same tail is 2.1×10⁻⁴ hartree for p = 1, 2.9×10⁻⁵ for p = 5 and 1.2×10⁻³ for p = 8. The factor 340 belongs to this shape, this cutoff and this model, whose differences have no nuclear cusp.

**When the assumptions fail**

Each line below gives the direct energy minus the split, in hartree, with one assumption violated. Evaluating the right side of Lemma 3 gives the same values to all digits shown.

no compensation: 5.7731
monopoles compensated: 0.0331
monopoles and dipoles compensated: 0.0011
ñ^a kept in l = 0 alone: 0.0007
nuclei moved to distance 1.4: 0.0028

In the first case the repulsion of the two monopoles alone is 2.2922 × 1.0693/2.5 = 0.98. The rest includes the repulsion between the differences and the smooth density outside their spheres.

The second value can be estimated from the uncompensated dipoles. Along z they are √(4π/3) × 0.020533 = 0.0420 for atom 1 and, from Q = −0.006951, −0.0142 for atom 2. Each points towards the other atom. Treat the other atom's Gaussian and difference as a point charge: 1.5 + 1.0693 = 2.569 electrons at atom 2, and 2 + 2.2922 = 4.292 at atom 1. The energy is then about

(0.0420 × 2.569 + 0.0142 × 4.292)/2.5² = 0.027.

This has the right sign and order of magnitude. It leaves out the third Gaussian, the extent of the charges and the higher multipoles, so agreement with 0.0331 to more digits is not to be expected.

The fourth case concerns completeness, not compensation: all moments are cancelled, but the on-site term has the wrong smooth density in the dipole and quadrupole channels. In the last case the third Gaussian stays halfway between the nuclei in z. The spheres now overlap, since 1.4 < 2.2. Compensation charge from one atom enters the region where the other's v_a is not zero, and the two remainders also interact.

A compensation charge with a tail beyond the sphere, such as a Gaussian, raises a related difficulty. Its moments can be right, but v_a need not vanish just outside the sphere, so the proof no longer applies as it stands.

**The model with nuclei**

Let Z_1 = 5 and Z_2 = 3. The compensation monopoles now hold 2.2922 − 5 = −2.7078 and 1.0693 − 3 = −1.9307 electrons. The corollary gives

smooth part 2.563282
on-site, atom 1: −39.402663
on-site, atom 2: −15.087671
sum −51.927052

Direct evaluation of electron repulsion, nuclear attraction and the nuclear repulsion 5×3/2.5 = 6 also gives −51.927052 hartree. The singular 1/r occurs only in the on-site terms, where it is integrated radially. The on-site values are not attraction energies alone: each also contains the electron repulsion ½(n^a|n^a) and subtracts ½(ρ̃^a|ρ̃^a), the self-energy of the compensated density in the sphere, which the smooth part contains. The smooth part sees each nucleus as a spread-out charge, yet the total energy is that of point nuclei.
